Valence band offsets from bulk edges and an interface potential lineup

1. Definitions and conventions

Two insulating crystals A and B meet at a planar interface with normal z. A lies at smaller z. Hartree atomic units are used. V denotes the potential energy of an electron, so V = −φ, where φ is the electrostatic potential. A region attractive to electrons has low V.

E_v^X and E_c^X are the valence and conduction edges from a separate bulk calculation of X = A or B. V̄_X is the average of the reference potential over a cell in that same calculation. The reference potential is first taken to be the electrostatic potential of ions and electrons; section 5 treats another choice.

V̿(X) is the macroscopic average of the reference potential deep inside layer X of a supercell that contains the interface. E_v(X), with the layer in parentheses, is the valence edge of that layer on the energy scale of the supercell. The quantities sought are

VBO = E_v(A) − E_v(B)
ΔV = V̿(A) − V̿(B).

A positive VBO means that the valence edge of A is higher. The result is

VBO = [E_v^A − V̄_A] − [E_v^B − V̄_B] + ΔV. (1)

Its conditions are these. Both layers are thick enough to have a bulk-like interior. There is no macroscopic field in either interior. The bulk cells have the strain found in the supercell layers, and all runs use the same ionic potentials, the same functional and the same definition of the reference potential. The edges are Kohn–Sham edges; section 8 says how corrections to them enter.

2. Why two bulk calculations are not enough

In an infinite periodic crystal the electrostatic potential follows from Poisson's equation. For a Fourier component of the total charge density ρ (ions positive, electrons negative), V″ = 4πρ gives

−G² V_G = 4πρ_G, so V_G = −4πρ_G/G² for G ≠ 0.

At G = 0 a neutral cell has ρ_0 = 0, and the equation reads 0 = 0. The average V_0 is therefore free, and a calculation fixes it by convention. Changing it by K adds a constant to the Hamiltonian:

H → H + K, E_v → E_v + K, V̄ → V̄ + K.

The difference E_v − V̄ does not change. It is a bulk quantity, while E_v alone is not. Subtracting E_v^B from E_v^A taken from two runs compares numbers with unrelated zeros.

Equation (1) has the required invariance. If the three runs carry arbitrary constants K_A, K_B and K_sc, the first two cancel inside their brackets, and K_sc cancels in ΔV.

3. Derivation

Consider the interior of layer X, where the ions sit at bulk positions and the electron density has returned to its bulk form. Let w = V_sc − V_X be the difference between the electrostatic potentials of the supercell and of the bulk run. Both have the same charge density there, so

∇²w = 4πρ − 4πρ = 0.

Expand w in harmonics parallel to the interface, with in-plane wave vector g. Each amplitude satisfies w_g″ = g² w_g. For g ≠ 0 the solutions are exp(±gz), which decay from the boundaries into the layer. For g = 0 the solution is linear:

w = C_X + F_X z.

F_X is the slope of the potential energy, that is, the macroscopic field. A nonzero F_X also polarizes the interior, so the premise of equal densities holds strictly only when it vanishes. With F_X = 0,

V_sc(r) = V_X(r) + C_X. (2)

For a local or semilocal functional, the exchange-correlation potential is set by the density nearby, so it equals its bulk counterpart. The short-range parts of the ionic potentials are also the same. The Hamiltonian of the interior is then

H_sc = H_X + C_X.

Adding a constant leaves the Bloch states unchanged and moves all energies by that constant. Hence

E_v(X) = E_v^X + C_X. (3)

Now average equation (2) over a bulk period. The left side becomes V̿(X), and the right side becomes V̄_X + C_X. Therefore

C_X = V̿(X) − V̄_X.

Insert this in equation (3):

E_v(X) = [E_v^X − V̄_X] + V̿(X).

Subtracting the expression for B from that for A gives equation (1).

The conduction edge obeys equation (3) with the same C_X. With E_g^X = E_c^X − E_v^X,

CBO = E_c(A) − E_c(B)
= [E_v(A) + E_g^A] − [E_v(B) + E_g^B]
= VBO + E_g^A − E_g^B. (4)

The supercell contributes one number, ΔV. The edges come from small bulk cells, where dense k-point sampling is cheap and no quantum confinement is present.

4. Extracting the plateaus

First average the supercell potential over planes parallel to the interface. The result V(z) still oscillates with the atomic planes. Next apply a box average of width a:

V_a(z) = (1/a) ∫ V(z + s) ds, s from −a/2 to a/2.

Its action on one harmonic is

(1/a) ∫ exp[iG(z + s)] ds = exp(iGz) · [exp(iGa/2) − exp(−iGa/2)]/(iGa)
= exp(iGz) · sin(Ga/2)/(Ga/2).

For G = 2πm/a with integer m ≠ 0, the sine is sin(πm) = 0. The box removes all harmonics of period a and keeps the mean.

If the layers have different periods along z, apply one box of each width. The combined factor is

f(G) = [sin(Ga_A/2)/(Ga_A/2)] · [sin(Ga_B/2)/(Ga_B/2)].

The first factor removes the oscillation in A, the second that in B, and f(0) = 1. In a supercell, multiply the Fourier coefficients of V by f(G) and transform back.

The double average at a point uses values up to (a_A + a_B)/2 away. The bulk-like interior must extend at least that far on both sides of the point where the plateau is read.

5. The lineup as a dipole, and the choice of reference

Averaging commutes with differentiation, so the electrostatic potential satisfies V̿″ = 4πρ̿. Let z_A and z_B be points on the two plateaus. With no field at z_A,

V̿′(z) = 4π ∫ ρ̿(t) dt, t from z_A to z.

Integrate again and exchange the order of integration. The charge at t contributes to the slope over the distance z_B − t that remains:

V̿(z_B) − V̿(z_A) = 4π ∫ (z_B − t) ρ̿(t) dt, t from z_A to z_B.

The field also vanishes at z_B, so ∫ ρ̿ dt = 0 and the term with z_B drops out. Reversing the sign to obtain A minus B,

ΔV = 4π ∫ z ρ̿(z) dz. (5)

The lineup is the dipole moment per area of the averaged interface charge, times 4π. Positive charge on the B side and negative charge on the A side make ΔV positive: electrons have higher potential energy in A. Since the net charge is zero, the origin of z does not matter.

Equation (5) applies to the electrostatic potential. One may instead use the total local potential W = V + U, where U contains exchange-correlation and the short-range ionic part. In the interior U equals its bulk form, so its macroscopic average is Ū_X. Then

ΔW = ΔV + Ū_A − Ū_B
[E_v^A − W̄_A] − [E_v^B − W̄_B] = [E_v^A − V̄_A] − [E_v^B − V̄_B] − Ū_A + Ū_B.

The added terms cancel in the sum. Neither the bulk term nor the lineup has a meaning that is free of this choice; their sum does. Combining a bulk term from one choice with a lineup from the other gives an error of size |Ū_A − Ū_B|.

6. Limiting cases

If A and B are the same crystal in the same strain state, joined without a defect, the brackets are equal, ΔV = 0 and the offset vanishes.

If B is replaced by vacuum, its plateau is V_vac, the energy of an electron at rest outside. The edge of A relative to it gives the Kohn–Sham estimate of the ionization energy:

I_A = −{[E_v^A − V̄_A] + V̿(A) − V_vac}.

Two separate slabs facing a field-free vacuum share V_vac. Their valence edges then differ by

E_v(A) − E_v(B) = −I_A + I_B.

Write D_X = V̿(X) − V_vac for each surface. The separated slabs have the lineup D_A − D_B, whereas the joined crystals have ΔV. For unchanged bulk strain, contact changes the offset by ΔV − (D_A − D_B). This difference includes electronic rearrangement and any change of atomic positions near the interface.

For three materials, the bulk brackets cancel around a closed sequence:

VBO(A/B) + VBO(B/C) + VBO(C/A) = ΔV(A/B) + ΔV(B/C) + ΔV(C/A).

This holds if each material has the same strain at both of its interfaces. Offsets are transitive when the sum of lineups on the right vanishes, which is a property of the interfaces.

7. Worked model

The model is uniform in the plane and has one ion per area S = 20 bohr² in each atomic plane. Every ion brings two electrons. Motion in the plane is frozen, so the electrons occupy one-dimensional bands. The potential consists of:

- the electrostatic potential of Gaussian ion charges (charge 2, width 0.70 bohr) and of the electrons;
- a short-range well U_X exp(−z²/2w²) at each ion, with w = 1.00 bohr;
- local exchange, v_x = −(3n/π)^(1/3), where n is the electron density.

Correlation is omitted. Material A has period 5.0 bohr and U_A = −0.30 Ha; B has period 6.0 bohr and U_B = −0.40 Ha. The supercell has 12 cells of each. Its two interfaces are mirror images, so symmetry forbids a net field in the layers. All charge distributions are solved self-consistently.

Bulk step. Relative to the electrostatic average, the valence edges are −0.3708 Ha in A and −0.4796 Ha in B. The bulk term is

−0.3708 + 0.4796 = 0.1087 Ha,

where the last digit comes from the unrounded values.

Lineup step. The supercell plateaus are −0.0166 Ha in A and 0.0137 Ha in B:

ΔV = −0.0166 − 0.0137 = −0.0303 Ha.

Offset:

VBO = 0.1087 − 0.0303 = 0.0784 Ha = 2.13 eV.

Omitting the lineup would overestimate the offset by 0.0303/0.0784, or 39% of its value.

The bulk gaps are 0.2994 Ha in A and 0.3827 Ha in B. Equation (4) gives

CBO = 0.0784 + 0.2994 − 0.3827 = −0.0049 Ha = −0.13 eV.

The valence edge of A is higher than that of B and its conduction edge slightly lower, so the gap of A lies within the gap of B.

With the total local potential as reference, the bulk term is 0.1200 Ha and the lineup is −0.0416 Ha. Their sum is again 0.0784 Ha. The lineup has changed by −0.0113 Ha and the bulk term by the opposite amount, as section 5 requires.

An independent determination of the edges. Take the self-consistent supercell potential in one central cell of a layer and integrate

ψ″ = 2(V − E)ψ

across it. Two independent solutions define a matrix M that carries (ψ, ψ′) from one side of the cell to the other. The equation has no first-derivative term, so the Wronskian is constant and det M = 1. The eigenvalues of M are therefore λ and 1/λ. For a propagating Bloch wave, λ = exp(ika), and

tr M = 2 cos(ka).

Both bulk runs have the top of the first band and the bottom of the second at k = π/a, where tr M = −2. Raising E from below the first band, the first crossing of −2 is the local valence edge and the second is the local conduction edge. No potential average enters. This test gives VBO = 0.0784 Ha and CBO = −0.0049 Ha, in agreement with equations (1) and (4) to all printed digits.

Eigenstates of the supercell. The highest occupied level with more than 10% of its weight in the middle third of a layer lies below the predicted edge by 0.0018 Ha in A and 0.0006 Ha in B. Using these levels directly would change the offset by

−0.0018 + 0.0006 = −0.0012 Ha,

about 1.5% of its magnitude. In A, whose top levels lie in the gap of B, a lowering is expected from confinement. Near a parabolic valence maximum of mass m*, hard walls at distance L select q = π/L and lower the top level by π²/(2m*L²). Halving L would multiply this by 4. With 6 cells per layer the lowering in A is 0.0055 Ha, larger by a factor of 3.1. The trend is that of confinement, but the simple law is not met. The walls are finite barriers, so the state extends beyond the nominal layer and L is replaced by L + ℓ. The ratio [(60 + ℓ)/(30 + ℓ)]² equals 3.1 for ℓ of 9 to 10 bohr. The departure of the band from a parabola is a smaller correction.

The valence band of A is 0.0878 Ha wide, more than the offset. The top of the B band therefore lies within the energy range of the A band. The valence edge of B is a threshold for propagation in B and not an edge of the whole supercell spectrum. This is a second reason to avoid reading offsets from a list of supercell eigenvalues.

Quality of the plateaus. With both boxes, the remaining peak-to-peak ripple over a central period is below 10⁻⁹ Ha in each layer. With the box of A alone, the ripple in B is 0.027 Ha, nearly as large as the lineup. The filter explains why: for the first harmonic of B, Ga_A/2 = π · 5/6, and

sin(5π/6)/(5π/6) = 0.50/2.62 = 0.19.

About one fifth of that harmonic survives, and the apparent lineup depends on where in the cell it is read.

The dipole integral (5) gives −0.0303 Ha, as does the supercell with 6 cells per layer. The lineup in this model thus converges with thickness much faster than the supercell eigenvalues do.

A second interface between the same bulks. Reduce the charge of the A ion next to each interface by δ = 0.020, and increase that of the adjacent B ion by the same amount. The ions are d = (5.0 + 6.0)/2 = 5.5 bohr apart. By equation (5), the added ionic charge alone would raise the lineup by

4πδd/S = 4π · 0.020 · 5.5/20 = 0.0691 Ha.

The self-consistent lineup rises by 0.0313 Ha, from −0.0303 to 0.0011 Ha after rounding. Poisson's equation is linear in the charge, so the difference, 0.0313 − 0.0691 = −0.0378 Ha, is the contribution of the electronic rearrangement. It opposes the ionic dipole and reduces the step by a factor of 2.2.

The bulk term remains 0.1087 Ha, and the new offset is

VBO = 0.1087 + 0.0011 = 0.1098 Ha = 2.99 eV.

The local edges give the same value. The two bulk crystals have not changed, yet their offset has risen by 0.0313 Ha. A rule that uses bulk data alone would assign both interfaces the same offset and could not describe this pair. The pair differs by ionic charge moved across the interface, the model analogue of differently mixed heterovalent interfaces. A substitution that moves no ionic charge and displaces no atoms adds no bare dipole, and the offset then depends far more weakly on the interface; this is the usual situation at isovalent, lattice-matched junctions. The complete set of values is in the numerical output below.

8. Use in three-dimensional calculations

The calculation has the following order.

a. Relax the interface supercell under the intended in-plane constraint. Record the cell shape and internal positions in the middle of each layer.

b. Calculate each bulk crystal in that strain state. Store E_v^X and the cell average V̄_X from the same run. Search for the band edge on a sufficiently dense k-point set.

c. Compute the planar and macroscopic averages of the same reference potential in the supercell. Read both plateaus and check that they are flat.

d. Insert the values in equation (1). Repeat with thicker layers until ΔV is stable to the accuracy required.

Strain matters in both parts of the calculation. It changes E_v^X − V̄_X, and it can split a degenerate valence maximum. The edge inserted in equation (1) must be the one intended, normally the highest of the split levels.

Corrections to the bulk edges enter linearly. If a better treatment shifts the valence edge by δ_X relative to the same average potential, while the density and hence ΔV are kept,

VBO_corrected = VBO + δ_A − δ_B.

This applies to quasiparticle shifts under that stated approximation. Spin–orbit coupling gives another example. Consider a threefold p-like valence maximum in an unstrained cubic crystal, with coupling λ L·S, λ > 0, and no mixing with other levels. From

L·S = [j(j + 1) − l(l + 1) − s(s + 1)]/2,

the j = 3/2 level moves by [15/4 − 2 − 3/4]λ/2 = λ/2, and the j = 1/2 level by [3/4 − 2 − 3/4]λ/2 = −λ. The splitting is Δ_so = 3λ/2, so the upper edge rises by δ_X = λ/2 = Δ_so/3. If both materials meet these conditions, the offset changes by (Δ_so^A − Δ_so^B)/3.

9. When the plateaus tilt

Suppose that the two interfaces of a periodic supercell are different, with lineups ΔV₁ and ΔV₂, each defined as A minus B at its interface. Let the layers have thicknesses L_A and L_B and uniform slopes F_A and F_B. Follow the averaged potential through one period. It changes by F_A L_A in A, by −ΔV₁ on entering B, by F_B L_B in B, and by +ΔV₂ on returning to A. Periodicity requires the sum to vanish:

F_A L_A + F_B L_B = ΔV₁ − ΔV₂.

Unequal lineups therefore force a field in at least one layer. Moving a reading point by ℓ within layer X changes the apparent lineup by F_X ℓ in magnitude, so equation (1) no longer gives one position-independent offset. Uncompensated interface charge and bulk polarization can also produce fields. Mirror-image interfaces remove the mismatch of lineups, and if each layer has a mirror plane at its centre, a uniform slope is forbidden as well. Opposite slopes in the two halves of a layer then require net charge within its interior, for example carriers that compensate a charged interface. A sloped plateau is a reason to examine the interface charge and the supercell geometry before quoting an offset.

The result also loses its basis if a layer is too thin to have a bulk-like interior, or if the interface makes the supercell metallic and charge flows into the layers. In the first case equation (2) has no region in which to hold. In the second, the transferred charge can bend the edges over distances comparable with the layer thickness.

Computed results

```
Area per ion: 20.0 bohr^2
Ion charge: 2.0 e
Ion charge width: 0.70 bohr
Well width: 1.00 bohr
Grid spacing: 0.25 bohr
Period A: 5.0 bohr
Well depth parameter A: -0.30 Ha
Bulk A valence edge minus electrostatic average: -0.370845 Ha
Bulk A valence edge minus total-potential average: 0.033662 Ha
Bulk A gap: 0.299391 Ha
Bulk A valence band width: 0.087819 Ha
Supercell electrostatic plateau A: -0.016583 Ha
Period B: 6.0 bohr
Well depth parameter B: -0.40 Ha
Bulk B valence edge minus electrostatic average: -0.479561 Ha
Bulk B valence edge minus total-potential average: -0.086329 Ha
Bulk B gap: 0.382731 Ha
Bulk B valence band width: 0.030071 Ha
Supercell electrostatic plateau B: 0.013707 Ha
Cells per layer, main and small supercell: 12 6
Bulk term, electrostatic reference: 0.108716 Ha
Lineup, electrostatic reference: -0.030290 Ha
Bulk term, total-potential reference: 0.119991 Ha
Lineup, total-potential reference: -0.041565 Ha
VBO from formula, electrostatic reference: 0.078426 Ha
VBO from formula, total-potential reference: 0.078426 Ha
VBO from local edges: 0.078426 Ha
VBO from formula: 2.134 eV
CBO from formula: -0.004914 Ha
CBO from local edges: -0.004914 Ha
CBO from formula: -0.134 eV
Lineup from charge dipole: -0.030290 Ha
Lineup in small supercell: -0.030289 Ha
Ripple, two windows, layer A: 3.6e-10 Ha
Ripple, two windows, layer B: 7.9e-14 Ha
Ripple, window of A only, layer B: 2.7e-02 Ha
Edge minus top central level, A, main supercell: 0.001786 Ha
Edge minus top central level, A, small supercell: 0.005469 Ha
Edge minus top central level, B, main supercell: 0.000605 Ha
Charge moved at modified interface: 0.020 e
Unscreened dipole step: 0.069115 Ha
Lineup, modified interface: 0.001053 Ha
Change of lineup: 0.031343 Ha
VBO from formula, modified interface: 0.109769 Ha
VBO from local edges, modified interface: 0.109769 Ha
```
